# Deriving the direct ring CCD Riccati equation from coupled-cluster doubles, part 1

(Sections cited here and not found follow in the second part.)

## Result

Let $i,j,k,l$ label the occupied and $a,b,c,d$ the virtual orbitals of a reference determinant, with orbital energies $\varepsilon_p$ and two-electron integrals

$$(pq|rs)=\iint \phi_p^*(1)\phi_q(1)\,\frac{1}{r_{12}}\,\phi_r^*(2)\phi_s(2).$$

Hartree atomic units are used throughout. If in the coupled-cluster doubles (CCD) equations one keeps only the terms in which every interaction enters as a direct integral and every summed particle-hole pair closes a loop, the equations become

$$B^*+A\mathcal T+\mathcal T A^*+\mathcal T B\,\mathcal T=0,\qquad E_c=\tfrac12\operatorname{Tr}(B\mathcal T).$$

The rows and columns of the matrices are particle-hole pairs $(ia)$, and $\mathcal T$ is symmetric. In spin orbitals

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\,\delta_{ij}\delta_{ab}+(ai|jb),\qquad B_{ia,jb}=(ia|jb).$$

For a closed shell in spatial orbitals the same equation holds with both integrals doubled. For real orbitals the stars drop, and the solution that vanishes with the interaction gives $E_c=\tfrac12\operatorname{Tr}(\omega-A)$, where $\omega$ are the excitation energies of the direct random-phase approximation (RPA). This is direct ring CCD (drCCD).

The instruction to keep direct rings is ambiguous as it stands, because an antisymmetric amplitude $t_{ij}^{ab}$ contains a direct and an exchanged part, and a ring built from exchanged amplitudes does not close a loop. The rule becomes exact if each spatial orbital is given $N$ spin-like flavours. A closed loop then carries a factor $N$, and drCCD is the limit $N\to\infty$ of CCD with the interaction scaled as $1/N$ at fixed orbital energies. For electrons $N=2$, and drCCD is an approximation.

## The CCD equations

Indices in this part are spin orbitals, repeated indices that do not appear on the left of an equation are summed, and $\langle pq||rs\rangle=(pr|qs)-(ps|qr)$. Normal-ordered with respect to the reference $|\Phi\rangle$, the Hamiltonian is

$$H=E_{\rm ref}+f_{pq}\{p^\dagger q\}+\tfrac14\langle pq||rs\rangle\{p^\dagger q^\dagger s\,r\},$$

where $f$ is the Fock matrix and the braces move $a$ and $i^\dagger$, which annihilate $|\Phi\rangle$, to the right. With $\hat T=\tfrac14 t_{ij}^{ab}\,a^\dagger b^\dagger j\,i$ and $t$ antisymmetric in $ij$ and in $ab$, CCD requires

$$R_{ij}^{ab}=\langle\Phi_{ij}^{ab}|e^{-\hat T}He^{\hat T}|\Phi\rangle=0,\qquad E_c=\langle\Phi|e^{-\hat T}He^{\hat T}|\Phi\rangle-E_{\rm ref}.$$

In the expansion $e^{-\hat T}He^{\hat T}=H+[H,\hat T]+\tfrac12[[H,\hat T],\hat T]+\dots$ the operators inside $\hat T$ all anticommute with one another and $\hat T$ is even, so each commutator keeps only terms in which an annihilator ($c$ or $k^\dagger$) of $H$ is contracted with that $\hat T$. Each $\hat T$ raises the excitation level by 2 and the interaction changes it by at most 2. Level 2 is therefore reached by the interaction alone, by level-preserving parts of $H$ with one $\hat T$, and by the part $\tfrac14\langle kl||cd\rangle k^\dagger l^\dagger d\,c$ with $\tfrac12\hat T^2$.

One bookkeeping fact gives all prefactors. A contribution $X_{ij}^{ab}\,a^\dagger b^\dagger j\,i|\Phi\rangle$ adds $P(ij)P(ab)X$ to $R$, where $P(ij)X_{ij}=X_{ij}-X_{ji}$. The reason is that only the antisymmetric part $\tfrac14P(ij)P(ab)X$ acts, and the doubles part of the state is $\tfrac14R\,a^\dagger b^\dagger j\,i|\Phi\rangle$. If $X$ is already antisymmetric in a pair, that $P$ gives a factor 2. It also helps that $a^\dagger b^\dagger j\,i=(a^\dagger i)(b^\dagger j)$ and that an even string passes, without a sign, any operator it is not contracted with.

1. Source: $X=\tfrac14\langle ab||ij\rangle$, so $R\ni\langle ab||ij\rangle$.
2. Fock terms: $f_{bc}b^\dagger c$ can meet either particle of $\hat T$, and $b^\dagger c\,(a^\dagger i)(c^\dagger j)\to(a^\dagger i)(b^\dagger j)$, so $X=\tfrac12f_{bc}t_{ij}^{ac}$. For holes $\{k^\dagger j\}=-j\,k^\dagger$ and $-j\,k^\dagger b^\dagger k\to j\,b^\dagger=-b^\dagger j$, so $X=-\tfrac12f_{kj}t_{ik}^{ab}$.
3. Particle ladder: $d\,c$ contracts with the two particles in two equal ways and $d\,c\,c^\dagger d^\dagger\to1$, so $X=\tfrac14\cdot\tfrac14\cdot2\,\langle ab||cd\rangle t_{ij}^{cd}$.
4. Hole ladder: $\{k^\dagger l^\dagger j\,i\}=j\,i\,k^\dagger l^\dagger$ and $k^\dagger l^\dagger l\,k\to1$, so $X=\tfrac18\langle kl||ij\rangle t_{kl}^{ab}$.
5. Linear ring: four index placements of the interaction are equal and cancel its $\tfrac14$, leaving $\langle kb||cj\rangle\{k^\dagger b^\dagger j\,c\}=\langle kb||cj\rangle(b^\dagger j)(k^\dagger c)$. Four equal contractions cancel the $\tfrac14$ of $\hat T$, and $(k^\dagger c)(c^\dagger k)\to1$, so $X=\langle kb||cj\rangle t_{ik}^{ac}$.

The quadratic terms share the prefactor $\tfrac14\cdot\tfrac12\cdot\tfrac1{16}=\tfrac1{128}$ and differ in how $k^\dagger,l^\dagger,c,d$ are shared between the two $\hat T$, each taking at least one.

6. One particle and one hole each: $2\cdot2$ ways to share and $4\cdot4$ ways inside. Since $k^\dagger l^\dagger d\,c=(k^\dagger c)(l^\dagger d)$ the sign is plus, and $X=\tfrac12\langle kl||cd\rangle t_{ik}^{ac}t_{jl}^{bd}$. This $X$ is unchanged when $ij$ and $ab$ are exchanged together, so $P(ab)X=P(ij)X$ and $P(ij)P(ab)X=2P(ij)X$.
7. Both particles from one, both holes from the other: $2\cdot2\cdot2$ ways, sign plus as in terms 3 and 4, so $X=\tfrac1{16}\langle kl||cd\rangle t_{ij}^{cd}t_{kl}^{ab}$.
8. One hole from one, the rest from the other: $2\cdot2$ ways to share and $2\cdot4$ inside. The string $k^\dagger l^\dagger d\,c\;c^\dagger d^\dagger l\,j\;a^\dagger b^\dagger k\,i$ reduces to $k^\dagger j\,a^\dagger b^\dagger k\,i$, and $k^\dagger$ passes three operators, so $X=-\tfrac14\langle kl||cd\rangle t_{ik}^{ab}t_{jl}^{cd}$.
9. One particle from one, the rest from the other: the count is again 32. In $k^\dagger l^\dagger d\,c\;a^\dagger c^\dagger j\,i\;b^\dagger d^\dagger l\,k$ only the passage of $c$ over $a^\dagger$ is odd, so $X=-\tfrac14\langle kl||cd\rangle t_{ij}^{ac}t_{kl}^{bd}$.

Applying the permutation operators gives

$$\begin{aligned}0={}&\langle ab||ij\rangle+P(ab)f_{bc}t_{ij}^{ac}-P(ij)f_{kj}t_{ik}^{ab}\\&+\tfrac12\langle ab||cd\rangle t_{ij}^{cd}+\tfrac12\langle kl||ij\rangle t_{kl}^{ab}+P(ij)P(ab)\langle kb||cj\rangle t_{ik}^{ac}\\&+P(ij)\langle kl||cd\rangle t_{ik}^{ac}t_{jl}^{bd}+\tfrac14\langle kl||cd\rangle t_{ij}^{cd}t_{kl}^{ab}\\&-\tfrac12P(ij)\langle kl||cd\rangle t_{ik}^{ab}t_{jl}^{cd}-\tfrac12P(ab)\langle kl||cd\rangle t_{ij}^{ac}t_{kl}^{bd}.\end{aligned}$$

The energy needs $\hat T$ fully contracted with the level-lowering interaction, in $2\cdot2$ ways, so $E_c=\tfrac1{16}\cdot4\,\langle ij||ab\rangle t_{ij}^{ab}=\tfrac14\langle ij||ab\rangle t_{ij}^{ab}$. The block $f_{ia}$ changes the level by one and enters neither equation.

## Flavours make the loops countable

Let every spatial orbital come in $N\ge2$ flavours, all $N$ copies of each occupied orbital being filled, and let the Hamiltonian conserve flavour along each electron line. For $N=2$ this is a closed-shell system with spin. From here on $i,a,\dots$ are spatial labels, each with an attached flavour, and $[pq]$ equals 1 if the flavours attached to $p$ and $q$ agree and 0 otherwise. Then

$$\langle pq||rs\rangle=(pr|qs)[pr][qs]-(ps|qr)[ps][qr],$$

$$t_{ij}^{ab}=T_{ij}^{ab}[ia][jb]-T_{ij}^{ba}[ib][ja],\qquad T_{ij}^{ab}=T_{ji}^{ba}.$$

The first-order amplitude has this form because the source term has it, and the evaluation below shows that every term of the equation reproduces it, so iteration preserves it. The form is antisymmetric in $ab$ by construction, and the pair symmetry of $T$ makes it antisymmetric in $ij$. $T$ itself has no antisymmetry. The residual has the same structure, $R_{ij}^{ab}=r_{ij}^{ab}[ia][jb]-r_{ij}^{ba}[ib][ja]$. Giving $i,a$ flavour 1 and $j,b$ flavour 2 kills the second part, so the CCD equation is $r_{ij}^{ab}=0$, and $r$ is the coefficient of $[ia][jb]$.

Flavour sums obey two rules. A chain collapses, $\sum[pk][kq]=[pq]$. A chain that closes on itself, such as $\sum[kc][kc]$ over both flavours, gives $N$. A closed chain is a closed fermion loop. The pair symmetrizer $P_+X_{ij}^{ab}=X_{ij}^{ab}+X_{ji}^{ba}$ shortens the results. Orbitals may be complex, with $(pq|rs)=(rs|pq)$ and $(pq|rs)^*=(qp|sr)$.

## The terms one by one

### Source and Fock terms

The coefficient of $[ia][jb]$ in $\langle ab||ij\rangle$ is $r_1=(ai|bj)$. In the Fock term $f_{bc}t_{ij}^{ac}$ gives $f_{bc}T_{ij}^{ac}$. Its partner $-f_{ac}t_{ij}^{bc}$ has $c$ in flavour 1 and $b$ in flavour 2, so the exchanged part of $t$ acts and gives $+f_{ac}T_{ij}^{cb}=f_{ac}T_{ji}^{bc}$, the pair image of the first. The hole part behaves in the same way. For canonical orbitals, $f_{pq}=\varepsilon_p\delta_{pq}$,

$$r_2=P_+\big[f_{bc}T_{ij}^{ac}-f_{kj}T_{ik}^{ab}\big]=(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)\,T_{ij}^{ab}.$$

### Linear ladders

In $\tfrac12\langle ab||cd\rangle t_{ij}^{cd}$ the flavours of $(c,d)$ are $(1,2)$ or $(2,1)$. The first case gives $(ac|bd)T_{ij}^{cd}$. The second gives $[-(ad|bc)][-T_{ij}^{dc}]$, which equals the first after renaming $c\leftrightarrow d$. The two cancel the $\tfrac12$, and the hole ladder works identically:

$$r_3=(ac|bd)\,T_{ij}^{cd},\qquad r_4=(ki|lj)\,T_{kl}^{ab}.$$

Both integrals are direct, but the flavours of the summed lines are fixed by the external ones, and no loop is closed.

### Linear ring

Put $X_{ij}^{ab}=t_{ik}^{ac}\langle kb||cj\rangle$ and multiply out

$$\big(T_{ik}^{ac}[ia][kc]-T_{ik}^{ca}[ic][ka]\big)\big((kc|bj)[kc][bj]-(kj|bc)[kj][bc]\big).$$

The product of the first parts has $[kc][kc]$ and gives $N[ia][jb]$. The first amplitude part with the exchange integral has the chain $[jk][kc][cb]=[jb]$. The exchanged amplitude with the direct integral has $[ic][ck][ka]=[ia]$. The two exchanged parts give $[ic][cb]\,[ak][kj]=[ib][ja]$ with a plus sign. Hence

$$X_{ij}^{ab}=[ia][jb]\big\{N\,T_{ik}^{ac}(kc|bj)-T_{ik}^{ac}(kj|bc)-T_{ik}^{ca}(kc|bj)\big\}+[ib][ja]\,T_{ik}^{ca}(kj|bc).$$

Now $P(ij)P(ab)X=X_{ij}^{ab}+X_{ji}^{ba}-X_{ij}^{ba}-X_{ji}^{ab}$. The first two supply the braces and their pair image. In $-X_{ij}^{ba}$ the exchange $a\leftrightarrow b$ turns the last piece into $-[ia][jb]\,T_{ik}^{cb}(kj|ac)$, and $-X_{ji}^{ab}$ supplies its pair image. Therefore

$$r_5=P_+\big[N\,T_{ik}^{ac}(kc|bj)-T_{ik}^{ca}(kc|bj)-T_{ik}^{ac}(kj|bc)-T_{ik}^{cb}(kj|ac)\big].$$

The second piece has a direct integral and particle-hole form, yet it closes no loop, because the amplitude is the exchanged one. Replacing $\langle kb||cj\rangle$ by its direct part while keeping an antisymmetric $t$ would retain this piece and would not give drCCD. The last two pieces contain $(kj|bc)$ and $(kj|ac)$, integrals that describe the attraction between an excited electron and a hole. In the last piece the two sit on different flavour lines.

### Quadratic ring

Put $Y_{ij}^{ab}=\langle kl||cd\rangle t_{ik}^{ac}t_{jl}^{bd}$ with $\langle kl||cd\rangle=(kc|ld)[kc][ld]-(kd|lc)[kd][lc]$. With the direct integral the two amplitudes are independent in flavour, and

$$\sum[kc]\,t_{ik}^{ac}=[ia]\,U_{ik}^{ac},\qquad U_{ik}^{ac}=N\,T_{ik}^{ac}-T_{ik}^{ca},$$

so this part is $[ia][jb]\,U_{ik}^{ac}(kc|ld)U_{jl}^{bd}$. With the exchange integral, $-(kd|lc)[kd][lc]$ multiplies four products. Two direct amplitudes give $[ia][jb]$ and the single loop $[kc][cl][ld][dk]=N$. Direct times exchanged, $-T_{ik}^{ac}T_{jl}^{db}$, has $[ia]$ and the chain $[jd][dk][kc][cl][lb]=[jb]$. Exchanged times direct, $-T_{ik}^{ca}T_{jl}^{bd}$, has $[jb]$ and the chain $[ic][cl][ld][dk][ka]=[ia]$. Two exchanged amplitudes, $+T_{ik}^{ca}T_{jl}^{db}$, have $[ic][cl][lb]=[ib]$ and $[ak][kd][dj]=[ja]$. The last product contributes through $-Y_{ji}^{ab}$, where $i\leftrightarrow j$ turns $[ib][ja]$ into $[ia][jb]$ and the two minus signs combine to $+(kd|lc)T_{jk}^{ca}T_{il}^{db}$. Altogether

$$r_6=U_{ik}^{ac}(kc|ld)U_{jl}^{bd}-(kd|lc)\big[N\,T_{ik}^{ac}T_{jl}^{bd}-T_{ik}^{ac}T_{jl}^{db}-T_{ik}^{ca}T_{jl}^{bd}-T_{jk}^{ca}T_{il}^{db}\big].$$

The only $N^2$ piece is $N^2\,T_{ik}^{ac}(kc|ld)T_{jl}^{bd}$. It appears once, with no $P_+$ and no factor $\tfrac12$, since it is its own pair image.

### Quadratic ladder and the two remaining terms

In $\tfrac14\langle kl||cd\rangle t_{ij}^{cd}t_{kl}^{ab}$ the pairs $(c,d)$ and $(k,l)$ each take flavours $(1,2)$ or $(2,1)$. Each reversal changes the sign of one amplitude and of the integral, so the four cases are equal after renaming, and

$$r_7=T_{ij}^{cd}\,(kc|ld)\,T_{kl}^{ab}.$$

In term 8 the factor $\tfrac12\langle kl||cd\rangle t_{jl}^{cd}$ has four products, all proportional to $[jk]$: $N\,T_{jl}^{cd}(kc|ld)$, $-T_{jl}^{cd}(kd|lc)$, $-T_{jl}^{dc}(kc|ld)$ and $N\,T_{jl}^{dc}(kd|lc)$. Renaming $c\leftrightarrow d$ makes the last two equal to the first two, which cancels the $\tfrac12$. With

$$L_{kcld}=N(kc|ld)-(kd|lc)$$

the factor is $[jk]\,T_{jl}^{cd}L_{kcld}$. It stands where $f_{kj}$ stands in the Fock term, so the permutation works as it did there. In term 9 the factor $\tfrac12\langle kl||cd\rangle t_{kl}^{bd}$ has the products $N\,T_{kl}^{bd}(kc|ld)$, $-T_{kl}^{bd}(kd|lc)$, $-T_{kl}^{db}(kc|ld)$ and $N\,T_{kl}^{db}(kd|lc)$, all with $[bc]$. Renaming $k\leftrightarrow l$ in the last two and using $T_{lk}^{db}=T_{kl}^{bd}$ again doubles the first two. Thus

$$r_8=-P_+\,T_{ik}^{ab}\,T_{jl}^{cd}L_{kcld},\qquad r_9=-P_+\,T_{ij}^{ac}\,T_{kl}^{bd}L_{kcld}.$$

The leading part of each contains a direct integral and one loop. These terms are corrections to the hole and particle energies, and the second pair of summed lines lies on an open line.

### Energy

In $\tfrac14\langle ij||ab\rangle t_{ij}^{ab}$ all flavours are summed. Direct times direct and exchange times exchange have two loops, the mixed products have one, and renaming $a\leftrightarrow b$ pairs them:

$$E_c=\tfrac12\,T_{ij}^{ab}\big[N^2(ia|jb)-N(ib|ja)\big].$$

At $N=2$ the sum $r_1+\dots+r_9=0$ with this energy is the closed-shell CCD method, with nothing dropped.

## Selecting the direct rings

Scale the interaction as $(pq|rs)=w_{pqrs}/N$ with $w$ fixed, and hold $\varepsilon_p$ fixed by adjusting the one-electron operator. The choice $w=2(pq|rs)_{\rm phys}$ makes $N=2$ the physical system. Balancing $r_1$ against $r_2$ shows that $T$ is of order $1/N$, so define $\mathcal T=NT$ and multiply the equation by $N$. A piece with $m$ factors (integrals plus amplitudes) and $\ell$ loops then scales as $N^{1-m+\ell}$, and it survives only if $\ell=m-1$.

The source and the Fock term have $m=1$, $\ell=0$ and survive. The linear terms have $m=2$ and need one loop: both ladders fail, and of $r_5$ only the first piece passes. The quadratic terms have $m=3$ and need two loops: $r_7$ has none, $r_8$ and $r_9$ have at most one, and of $r_6$ only the $N^2$ piece passes. In the energy the first part is $\tfrac12\mathcal T_{ij}^{ab}w_{iajb}$ and the second is smaller by $1/N$. What remains is

$$w_{aibj}+(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)\mathcal T_{ij}^{ab}+\mathcal T_{ik}^{ac}w_{kcbj}+\mathcal T_{jk}^{bc}w_{kcai}+\mathcal T_{ik}^{ac}w_{kcld}\mathcal T_{jl}^{bd}=0.$$

In every surviving piece the summed indices come as a pair $(kc)$ that sits in one charge density of an integral and on one flavour line of an amplitude. This is the precise content of the phrase "particle-hole ring contraction with a direct integral".

## Matrix form

Define $\mathcal T_{ia,jb}=\mathcal T_{ij}^{ab}$, symmetric by pair symmetry, $\Delta_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}$, $B_{ia,jb}=w_{iajb}$, $K_{ia,jb}=w_{aijb}$ and $A=\Delta+K$. $B$ is symmetric because $(ia|jb)=(jb|ia)$, and $K$ is Hermitian because $(ai|jb)^*=(ia|bj)=(bj|ia)$. The five pieces translate as follows.

The source is $w_{aibj}=w_{iajb}^*=B^*_{ia,jb}$. The orbital-energy term splits as $(\varepsilon_a-\varepsilon_i)+(\varepsilon_b-\varepsilon_j)$ and is $\Delta\mathcal T+\mathcal T\Delta$. The third piece has $w_{kcbj}=w_{ckjb}^*=K^*_{kc,jb}$ and is $\mathcal TK^*$. The fourth has $w_{kcai}=w_{aikc}=K_{ia,kc}$ and $\mathcal T_{jk}^{bc}=\mathcal T_{kc,jb}$, and is $K\mathcal T$. The last has $\mathcal T_{jl}^{bd}=\mathcal T_{ld,jb}$ and is $\mathcal TB\mathcal T$. Since $\Delta$ is real,

$$B^*+A\mathcal T+\mathcal TA^*+\mathcal TB\mathcal T=0,\qquad E_c=\tfrac12\sum\mathcal T_{ia,jb}B_{ia,jb}=\tfrac12\operatorname{Tr}(B\mathcal T).$$

A matrix equation that is constant plus linear plus quadratic in this way is an algebraic Riccati equation. Transposing it and using $A^{\mathsf T}=A^*$ shows that $\mathcal T^{\mathsf T}$ solves it whenever $\mathcal T$ does, consistent with pair symmetry. For non-canonical orbitals $\Delta$ is replaced by the Hermitian matrix $f_{ab}\delta_{ij}-f_{ji}\delta_{ab}$, read off from $r_2$. For real orbitals $K=B$ and $A=\Delta+B$.

For the physical closed shell $B=2(ia|jb)$ and $\mathcal T=2T$. The spin-orbital form follows by not performing the loop sums. Let the compound index run over spin-orbital pairs, with $B^{\rm so}=(ia|jb)[ia][jb]$ and $\mathcal T^{\rm so}=T[ia][jb]$. Each matrix product sums over one spin-orbital pair $(kc)$ and produces $\sum[kc][kc]=2$, which restores the factors $N$ and $N^2$ of $r_5$ and $r_6$. In the space of spin-conserving pairs the spin part of $B^{\rm so}$ is the $2\times2$ matrix of ones, with eigenvalue 2 on the singlet combination and 0 on the triplet combination, and spin-flip pairs have $[ia]=0$. Iteration from $\mathcal T=0$ therefore never generates amplitude outside the singlet block. The two conventions must not be mixed: using $B=2(ia|jb)$ and also summing over spins counts the factor of each loop twice.

The prefactor $\tfrac12$ in the energy, against the $\tfrac14$ of CCD, has a plain origin. The direct-direct and exchange-exchange products in $\tfrac14\langle ij||ab\rangle t_{ij}^{ab}$ are equal, and drCCD keeps both. Writing $\tfrac14$ with direct integrals halves the energy.

The equation accepts any orbitals and energies as input. CCD itself contains the Fock matrix, so using Kohn-Sham eigenvalues in $\Delta$ is a further replacement that the loop counting does not supply.

Counting flavour loops has reduced the CCD equations to the drCCD Riccati equation and its energy expression, as the limit $N\to\infty$ with the interaction scaled as $1/N$. It remains to solve this equation, establish its link to the direct RPA, and examine its limits and accuracy in a worked example.
